\section*{Esaki-Tsu drift velocity in a superlattice miniband and its thermal reduction, part 2}

How does the drift velocity of electrons in a superlattice miniband depend on field and temperature? The wells have period $d$, and the only miniband kept is $E(k)=-(\Delta/2)\cos kd$, of full width $\Delta$. Here $e>0$, $F>0$ is the magnitude of the uniform field, and the $x$ axis points along the force $+eF$ on the electron. Between collisions $kd$ grows at the Bloch frequency $w=eFd/\hbar$, and without collisions the electron swings over a full distance $\Delta/(eF)$, the excursion. The velocity is $v=v_0\sin kd$ with $v_0=\Delta d/(2\hbar)$, and the mass at the miniband bottom is $m^*=2\hbar^2/(\Delta d^2)$.

Collisions occur at the constant rate $1/\tau$, so the last one took place between $t$ and $t+dt$ ago with probability $(dt/\tau)e^{-t/\tau}$. In the cold case each collision restarts the electron at $k=0$. The drift velocity is then $v_d=v_0w\tau/(1+w^2\tau^2)$, with its maximum $\Delta d/(4\hbar)$ at $w\tau=1$. Two integrals are needed again:
\begin{equation}
\int_0^\infty\!\frac{dt}{\tau}e^{-t/\tau}\cos wt=\frac{1}{1+w^2\tau^2},
\quad
\int_0^\infty\!\frac{dt}{\tau}e^{-t/\tau}\sin wt=\frac{w\tau}{1+w^2\tau^2}.
\label{eq:twoint}
\end{equation}

The example has $\Delta=40$ meV, $d=10$ nm and $\tau=0.20$ ps, hence $\hbar/\tau=3.29$ meV, $v_0=304$ km/s, a cold peak velocity of 152 km/s and a peak field of 3.29 kV/cm. The opening comparison, at 100 K, was between 62.9 km/s at 1 kV/cm and 67.1 km/s at 10 kV/cm.

The chain packet in the computed values is a collision-free test at $eFd=0.1\Delta$: a Gaussian packet, with amplitudes $\propto e^{-n^2/4s^2}$ in well $n$ and $s=8$, was compared with the semiclassical displacement.

\subsection*{Restarting from a distribution}

At a finite temperature a collision does not leave the electron at $k=0$. Suppose instead that it draws a new $k$ from the equilibrium distribution $f_0(k)$, whatever the old $k$ was. Here $f_0$ is normalized over one Brillouin zone and already summed over the motion parallel to the layers. In a homogeneous steady state the distribution $f(k)$ obeys the Boltzmann equation
\begin{equation}
\frac{eF}{\hbar}\frac{\partial f}{\partial k}=\frac{f_0-f}{\tau}.
\label{eq:boltz}
\end{equation}
The left side is the flow through $k$ caused by the force. On the right, $-f/\tau$ is the loss of electrons from $k$, and $f_0/\tau$ the supply of restarted ones.

An electron now at $k$ that last collided a time $t$ ago restarted at $k-eFt/\hbar$. With the same weight $(dt/\tau)e^{-t/\tau}$ as before, this suggests
\begin{equation}
f(k)=\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}
f_0\!\left(k-\frac{eFt}{\hbar}\right).
\label{eq:path}
\end{equation}
To check it, note that $f_0$ depends on $k$ and $t$ through one combination, so that $(eF/\hbar)\,\partial f_0/\partial k=-\partial f_0/\partial t$. Then
\begin{align}
\frac{eF}{\hbar}\frac{\partial f}{\partial k}
&=-\int_0^\infty\frac{dt}{\tau}e^{-t/\tau}\frac{\partial f_0}{\partial t}
\nonumber\\
&=-\left[\frac{e^{-t/\tau}}{\tau}f_0\right]_0^\infty
-\frac1\tau\int_0^\infty\frac{dt}{\tau}e^{-t/\tau}f_0
=\frac{f_0(k)-f(k)}{\tau}.
\end{align}
This is \eqref{eq:boltz}. No other solution exists: the difference of two solutions would obey the equation without $f_0$, hence be proportional to $e^{-\hbar k/(eF\tau)}$, and that function is not periodic in $k$ unless its coefficient is zero.

\subsection*{The general drift velocity}

Average $v$ over \eqref{eq:path} and shift the integration variable to the restart value $k_0=k-eFt/\hbar$. The shift is allowed because all functions have the period of the Brillouin zone. With $\langle\ldots\rangle_0$ for an average over $f_0$,
\begin{equation}
v_d=v_0\int_0^\infty\frac{dt}{\tau}e^{-t/\tau}
\left\langle\sin(k_0d+wt)\right\rangle_0 .
\end{equation}
Expand the sine:
\begin{equation}
\langle\sin(k_0d+wt)\rangle_0=\langle\sin k_0d\rangle_0\cos wt
+\langle\cos k_0d\rangle_0\sin wt .
\end{equation}
The equilibrium distribution depends on $k_0$ through the energy, which is even in $k_0$, so the average of the odd function $\sin k_0d$ is zero. The second integral in \eqref{eq:twoint} then gives
\begin{equation}
v_d=\frac{\Delta d}{2\hbar}\,C\,\frac{w\tau}{1+w^2\tau^2},
\qquad C=\langle\cos kd\rangle_0 .
\label{eq:general}
\end{equation}
The field dependence is that of the cold case, and temperature enters through one number $C$. If all electrons restart at $k=0$, then $C=1$ and the earlier result returns.

The meaning of $C$ is visible in the inverse mass at a general $k$,
\begin{equation}
\frac{1}{\hbar^2}\frac{d^2E}{dk^2}=\frac{\Delta d^2}{2\hbar^2}\cos kd
=\frac{\cos kd}{m^*}.
\end{equation}
An electron in the upper half of the miniband has $\cos kd<0$ and at first accelerates against the force. Warm electrons partly cancel the response of the others, and $C/m^*$ is the equilibrium average of the inverse mass.

\subsection*{The Bessel ratio}

Let the energy be $E(k)$ plus the energy of the motion parallel to the layers, and let the gas be dilute enough for Boltzmann statistics. The Boltzmann factor is then a product. Its parallel part is the same for every $k$ and cancels from the average. With $\varphi=kd$ and
\begin{equation}
x=\frac{\Delta}{2k_BT},\qquad
e^{-E/k_BT}=e^{x\cos\varphi},
\end{equation}
the average is
\begin{equation}
C=\frac{\int_0^\pi\cos\varphi\,e^{x\cos\varphi}d\varphi}
{\int_0^\pi e^{x\cos\varphi}d\varphi}=\frac{I_1(x)}{I_0(x)}.
\label{eq:bessel}
\end{equation}
Half the zone suffices because the integrands are even. The last form uses the integral representation of the modified Bessel functions, $I_n(x)=\frac1\pi\int_0^\pi e^{x\cos\varphi}\cos n\varphi\,d\varphi$. The drift velocity of the nondegenerate gas is therefore
\begin{equation}
v_d=\frac{\Delta d}{2\hbar}\,
\frac{I_1(\Delta/2k_BT)}{I_0(\Delta/2k_BT)}\,
\frac{w\tau}{1+w^2\tau^2}.
\label{eq:thermal}
\end{equation}

Heating lowers $C$ at every temperature. Differentiating the quotient \eqref{eq:bessel} gives $dC/dx=\langle\cos^2\varphi\rangle_0-\langle\cos\varphi\rangle_0^2$, a variance and so positive, while $x$ falls as $T$ rises.

\subsection*{Cold and hot limits}

For $k_BT\ll\Delta$, $x$ is large and $\varphi$ stays small. Then $e^{x(\cos\varphi-1)}\approx e^{-x\varphi^2/2}$, a Gaussian with $\langle\varphi^2\rangle=1/x$, and
\begin{equation}
C\approx1-\tfrac12\langle\varphi^2\rangle=1-\frac{1}{2x}
=1-\frac{k_BT}{\Delta}.
\label{eq:coldlimit}
\end{equation}
Equipartition confirms this: the mean energy above the miniband bottom is $(\Delta/2)(1-C)=k_BT/2$.

For $k_BT\gg\Delta$, $x$ is small and the exponential can be expanded. The averages over a uniform angle are $\overline{\cos^2\varphi}=1/2$ and $\overline{\cos^4\varphi}=3/8$, and odd powers vanish. So
\begin{equation}
C\approx\frac{x/2+x^3/16}{1+x^2/4}
\approx\frac x2\left(1-\frac{x^2}{8}\right),
\qquad \frac x2=\frac{\Delta}{4k_BT}.
\label{eq:hotlimit}
\end{equation}
The miniband is then almost evenly filled, and the drift comes from the slight excess in its lower half.

In the example $x$ is 7.74, 2.32 and 0.774 at 30, 100 and 300 K, and $C$ is 0.933, 0.744 and 0.360. At 30 K the cold formula gives 0.935. At 300 K the leading hot term gives 0.387, and the correction factor $1-0.075$ brings it to 0.358. The cold formula gives 0.354 at 300 K, which looks good but is accidental. It lies above the true ratio at 100 K (0.785 against 0.744) and below it at 300 K, so the two curves cross in between. Near a crossing any formula looks accurate.

\subsection*{Mobility and peak}

At low field \eqref{eq:general} gives the mobility
\begin{equation}
\mu_0=\frac{v_d}{F}=\frac{e\tau}{m^*}\,C .
\label{eq:mobility}
\end{equation}
The Einstein relation offers a check. Integrating the numerator of \eqref{eq:bessel} by parts, with $\cos\varphi=d(\sin\varphi)/d\varphi$, gives $C=x\langle\sin^2\varphi\rangle_0$. Hence
\begin{equation}
\frac{e\tau}{m^*}C=\frac{e\tau\Delta d^2}{2\hbar^2}\,
\frac{\Delta}{2k_BT}\langle\sin^2\varphi\rangle_0
=\frac{e}{k_BT}\,\tau\langle v^2\rangle_0 ,
\end{equation}
where $\tau\langle v^2\rangle_0$ is the diffusion constant for velocities that lose their memory in the time $\tau$.

The maximum stays at $w\tau=1$, with the height
\begin{equation}
v_{\rm peak}=\frac{\Delta d}{4\hbar}\,C .
\end{equation}
With a fixed $\tau$, heating lowers the curve without moving its peak. If $\tau$ itself depends on temperature, the peak field $\hbar/(e\tau d)$ moves too, but the peak height does not depend on $\tau$. From the cold values 152 km/s and $9.23\times10^3$ cm$^2$/(V s), the factor $C$ produces the following entries, computed with unrounded factors:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $C$ & $\mu_0$ (cm$^2$/(V s)) & $v_{\rm peak}$ (km/s)\\
30 & 0.933 & 8610 & 142\\
100 & 0.744 & 6870 & 113\\
300 & 0.360 & 3330 & 55
\end{tabular}
\end{center}

The opening value at 10 kV/cm can now be rebuilt:
\begin{equation}
v_d=304\times0.744\times\frac{3.04}{1+3.04^2}\ \text{km/s}
\approx67\ \text{km/s}.
\end{equation}

\subsection*{Where the energy goes}

Averaging $\cos kd$ in the same way, $\langle\cos(k_0d+wt)\rangle_0=C\cos wt$, so the first integral in \eqref{eq:twoint} gives the mean miniband energy
\begin{equation}
\bar E=-\frac{\Delta}{2}\,\frac{C}{1+w^2\tau^2}.
\end{equation}
Its equilibrium value is $\bar E_0=-\Delta C/2$. The energy passed on in collisions per unit time is
\begin{equation}
\frac{\bar E-\bar E_0}{\tau}
=\frac{\Delta C}{2\tau}\,\frac{w^2\tau^2}{1+w^2\tau^2}
=\frac{\hbar w}{d}\,\frac{\Delta d}{2\hbar}\,C\,\frac{w\tau}{1+w^2\tau^2}
=eFv_d ,
\label{eq:power}
\end{equation}
the power supplied by the field. At the 100 K peak the gain is 7.44 meV per electron. Divided by 0.20 ps this is 37.2 meV/ps, equal to the computed $eFv_d$.

The balance explains the falling branch. The stored energy $\bar E-\bar E_0$ cannot exceed $\Delta C/2$, so the power is bounded by $\Delta C/(2\tau)$ and $v_d$ cannot exceed $\Delta C/(2eF\tau)$. This ceiling falls as $1/F$, and $v_d$ approaches it from below at high field. The balance also shows what is being asked of the collisions. If they conserved energy, nothing could remove the power $eFv_d$, and a steady drift would be impossible. A single $\tau$ for momentum and energy is an assumption; unless elastic scattering is slow compared with energy loss, \eqref{eq:general} is not justified.

\subsection*{Numerical tests}

The Boltzmann equation \eqref{eq:boltz} was solved by finite differences at the three temperatures, for $w\tau$ from 0.1 to 10. The drift velocity agrees with \eqref{eq:thermal} to a relative deviation of at most $3.1\times10^{-8}$. The mean energy and the power balance were tested on the same solutions. The same solver was used to test the mobility at $w\tau=10^{-3}$ and, by a numerical maximization over the field, the place and height of the peak.

Random flights with thermal restarts test the survival argument without that equation. At 100 K and $w\tau=1$ they give $v_d/v_0=0.3737\pm0.0009$, against 0.3720 from the formula. At $w\tau=0.5$ and 2 the agreement is also within about two standard errors. The numerical output follows this text.

\subsection*{Where the result stops}

The Bessel ratio needs a dilute gas. For Fermi statistics with free motion parallel to the layers, whose density of states is constant, the sum over the parallel energy $\varepsilon$ is
\begin{equation}
\int_0^\infty\!\frac{d\varepsilon}{1+e^{(E+\varepsilon-\mu)/k_BT}}
=k_BT\ln\!\left[1+e^{(\mu-E)/k_BT}\right],
\end{equation}
with $\mu$ the chemical potential. The result follows from the antiderivative $-k_BT\ln[1+e^{-(E+\varepsilon-\mu)/k_BT}]$. For $\mu$ far below the miniband, $\ln(1+y)\approx y$ restores the Boltzmann factor. Otherwise $\ln(1+y)/y$ is smallest where $y$ is largest, at the miniband bottom. Those states lose weight and $C$ drops. At 100 K it is 0.742 for $\mu$ at $3k_BT$ below the bottom, 0.708 for $\mu$ at the bottom and 0.536 for $\mu$ at $3k_BT$ above it. Dilute is a demanding condition at low temperature. With a parallel mass of 0.023 electron masses, a density of $10^{16}$ cm$^{-3}$ gives $C=0.90$ at 30 K and 0.72 at 100 K, and $10^{17}$ cm$^{-3}$ gives 0.68 and 0.56, against 0.933 and 0.744 in the table. The field dependence in \eqref{eq:general} survives, since it needs only an even $f_0$.

The semiclassical picture also needs $\hbar/\tau$ and $eFd$ to be small against $\Delta$. At the peak both are 3.3 meV, against 40 meV. At 10 kV/cm, the upper field of the opening example, $eFd$ is already 10 meV, a quarter of the width, and the excursion is four periods, so the condition is met only marginally. At 20 kV/cm, however, $eFd$ is 20 meV and the full excursion is 20 nm, two periods. The formula still returns 36 km/s at 100 K, but treating collisions as instantaneous jumps between Bloch states is doubtful there. At 30 K there is another reservation: $k_BT=2.6$ meV is less than $\hbar/\tau$, so a thermal average over sharp energies is itself an approximation, and the digits quoted for $C$ are those of the model, not a prediction to that accuracy.

\section*{Computed values}
\begin{verbatim}
miniband width = 40.0 meV
period d = 10.0 nm
relaxation time tau = 0.20 ps
hbar/tau = 3.291 meV
band-bottom mass = 0.0381 electron masses
velocity scale width*d/(2 hbar) = 303.9 km/s
cold peak velocity = 151.9 km/s
peak field (w tau = 1) = 3.291 kV/cm
Bloch frequency w at peak = 5.000e+12 rad/s
cold mobility e tau/m = 9233 cm^2/(V s)
T = 30 K: kB T = 2.585 meV, x = 7.7363, I1/I0 = 0.9329
  cold limit 1-kBT/width = 0.9354, hot limit width/(4kBT) = 3.8682
  mobility = 8613 cm^2/(V s), peak velocity = 141.7 km/s
T = 100 K: kB T = 8.617 meV, x = 2.3209, I1/I0 = 0.7440
  cold limit 1-kBT/width = 0.7846, hot limit width/(4kBT) = 1.1605
  mobility = 6869 cm^2/(V s), peak velocity = 113.0 km/s
T = 300 K: kB T = 25.852 meV, x = 0.7736, I1/I0 = 0.3605
  cold limit 1-kBT/width = 0.3537, hot limit width/(4kBT) = 0.3868
  mobility = 3328 cm^2/(V s), peak velocity = 54.8 km/s
field kV/cm | w tau | excursion nm | v_d km/s at 30, 100, 300 K
  1.000 | 0.304 | 400.0 | 78.9, 62.9, 30.5
  3.291 | 1.000 | 121.5 | 141.7, 113.0, 54.8
  10.000 | 3.039 | 40.0 | 84.2, 67.1, 32.5
  20.000 | 6.077 | 20.0 | 45.4, 36.2, 17.5
100 K at peak, Boltzmann equation: v_d = 113.0 km/s
100 K at peak: mean energy gain = 7.440 meV
100 K at peak: power e F v_d = 37.20 meV/ps
largest relative deviation, Boltzmann equation = 3.1e-08
random flights at 100 K, velocity in width*d/(2 hbar):
  w tau = 0.5: flights 0.2987 +- 0.0012, formula 0.2976
  w tau = 1.0: flights 0.3737 +- 0.0009, formula 0.3720
  w tau = 2.0: flights 0.2964 +- 0.0007, formula 0.2976
chain packet: full excursion = 10.0 periods, largest deviation = 0.0161 periods
100 K, Fermi statistics, mu from miniband bottom:
  mu = -10 kB T: <cos kd> = 0.7440
  mu = -3 kB T: <cos kd> = 0.7417
  mu = 0 kB T: <cos kd> = 0.7078
  mu = 3 kB T: <cos kd> = 0.5357
\end{verbatim}
